# Anisotropy and Chiral Canting of Antiferromagnetically Coupled Perpendicular Layers

## Problem

Two thin magnetic layers are separated by a nonmagnetic spacer. Each is uniformly magnetized, along the unit vectors $\mathbf m_1$ and $\mathbf m_2$, and $z$ is the film normal. Without an applied field, the energy per area is

$$
E=J\,\mathbf m_1\cdot\mathbf m_2+\mathbf D\cdot(\mathbf m_1\times\mathbf m_2)-K\,(m_{1z}^2+m_{2z}^2).
$$

With this sign convention $J>0$ is antiferromagnetic coupling. The vector $\mathbf D$ is the interlayer Dzyaloshinskii-Moriya coupling. The constant $K>0$ is the effective anisotropy energy per area of one layer; it already includes the demagnetizing energy of an extended film and favours the normal.

Take $J=0.5$, $D=|\mathbf D|=0.1$ and $K=0.5$ mJ/m² for each layer, with $\mathbf D$ in the film plane. Let $\delta$ be the deviation from antiparallel, that is, the angle between $\mathbf m_1$ and $-\mathbf m_2$. Find $\delta$ in the state of lowest energy, first with the anisotropy removed and then with it present, keeping $J$ and $\mathbf D$ fixed. Which conditions does the effect of the anisotropy depend on?

The direction of $\mathbf D$ is a statement about symmetry. Suppose the $xz$ plane is a mirror plane of the stack. Magnetization is an axial vector, so this reflection reverses its $x$ and $z$ components and keeps its $y$ component. The product $\mathbf m_1\times\mathbf m_2$ transforms in the same way. An invariant energy can then contain only its $y$ component, so $\mathbf D$ points along $y$, in the film plane. A second mirror plane, $yz$, would likewise demand $\mathbf D$ along $x$, and the two together give $\mathbf D=0$. A rotation axis along the normal also forbids an in-plane $\mathbf D$, so such a $\mathbf D$ needs a stack with a single preferred in-plane direction. A $\mathbf D$ along the normal, treated below for contrast, is allowed only when the stack has no vertical mirror plane.

## First estimate by scaling

For a small deviation, three energies compete.

- The Dzyaloshinskii-Moriya term gains $D\sin\delta\approx D\delta$.
- The antiferromagnetic coupling costs $J(1-\cos\delta)\approx J\delta^2/2$.
- If the layers tilt from the normal by $\alpha$ and $\beta$, with $\alpha+\beta=\delta$, the anisotropy costs about $K(\alpha^2+\beta^2)$. This is least for $\alpha=\beta=\delta/2$, where it equals $K\delta^2/2$.

The total change is

$$
\Delta E\approx\tfrac12(J+K)\delta^2-D\delta .
$$

Setting the derivative $(J+K)\delta-D$ to zero gives

$$
\delta\approx\frac{D}{J+K},\qquad \Delta E\approx-\frac{D^2}{2(J+K)} .
$$

Without anisotropy the estimate is $0.1/0.5=0.2$ rad, or 11.46°. With it, the estimate is $0.1/1.0=0.1$ rad, or 5.73°. The anisotropy acts as an addition to the antiferromagnetic stiffness. Its full value $K$ appears, although there are two layers, because each layer makes only half of the tilt.

This estimate assumes small angles and a canting plane that contains the normal. The exact solution of the model removes both assumptions.

## Exact solution

**Without anisotropy.** Define $\mathbf n=-\mathbf m_2$, so that $\mathbf m_1\cdot\mathbf n=\cos\delta$ with $0\le\delta\le\pi$. Substituting $\mathbf m_2=-\mathbf n$ reverses the sign of both coupling terms:

$$
E=-J\cos\delta-\mathbf D\cdot(\mathbf m_1\times\mathbf n)-K(m_{1z}^2+n_z^2).
$$

The length of $\mathbf m_1\times\mathbf n$ is $\sin\delta$, hence

$$
\mathbf D\cdot(\mathbf m_1\times\mathbf n)\le D\sin\delta, \tag{1}
$$

with equality when the product points along $\mathbf D$. For $K=0$ this gives

$$
E\ge-J\cos\delta-D\sin\delta=-\sqrt{J^2+D^2}\,\cos(\delta-\delta_0),\qquad \tan\delta_0=\frac DJ .
$$

The last form follows from $J=\sqrt{J^2+D^2}\cos\delta_0$ and $D=\sqrt{J^2+D^2}\sin\delta_0$. The minimum is at $\delta=\delta_0$, so

$$
\delta_0=\arctan\frac{0.1}{0.5}=11.31^\circ .
$$

The pair can still turn freely about $\mathbf D$, since nothing else selects a direction. Because $K$ includes the demagnetizing energy, $K=0$ means that the perpendicular anisotropy just balances that energy. A film with no perpendicular anisotropy at all has $K<0$. The pair then lies near the $x$ axis and cants out of the film plane at a cost $|K|(1-\cos\delta)$, so the result derived below holds with $|K|$ in place of $K$.

**A bound on the anisotropy energy.** With $K>0$, the question is how well both vectors can align with the normal when the angle between them is $\delta$. Write

$$
m_{1z}^2+n_z^2=\hat{\mathbf z}^{T}M\hat{\mathbf z},\qquad M=\mathbf m_1\mathbf m_1^T+\mathbf n\mathbf n^T .
$$

Let $c=\cos\delta$. Since $M\mathbf m_1=\mathbf m_1+c\,\mathbf n$ and $M\mathbf n=c\,\mathbf m_1+\mathbf n$,

$$
M(\mathbf m_1+\mathbf n)=(1+c)(\mathbf m_1+\mathbf n),\qquad
M(\mathbf m_1-\mathbf n)=(1-c)(\mathbf m_1-\mathbf n).
$$

A vector perpendicular to both $\mathbf m_1$ and $\mathbf n$ has eigenvalue zero. The largest eigenvalue is therefore $1+|c|$, and

$$
m_{1z}^2+n_z^2\le1+|\cos\delta| . \tag{2}
$$

For $0<\delta<\pi/2$ equality requires $\hat{\mathbf z}$ to lie along $\pm(\mathbf m_1+\mathbf n)$, so that the normal is the bisector and the tilts are equal.

**The minimum.** Together, (1) and (2) give

$$
E\ge-J\cos\delta-D\sin\delta-K(1+|\cos\delta|).
$$

An angle above $\pi/2$ cannot give the lowest value of the right-hand side. Replacing it by $\pi-\delta$ leaves $\sin\delta$ and $|\cos\delta|$ unchanged and lowers the $J$ term by $2J|\cos\delta|$. It is enough to consider $0\le\delta\le\pi/2$, where the right-hand side is

$$
-K-(J+K)\cos\delta-D\sin\delta=-K-S\cos(\delta-\delta_*),
$$

$$
S=\sqrt{(J+K)^2+D^2},\qquad \tan\delta_*=\frac{D}{J+K}.
$$

Its minimum is $-K-S$, at $\delta=\delta_*$.

It remains to show that a real configuration reaches this bound. Take $\mathbf D=D\hat{\mathbf y}$ and

$$
\mathbf m_1=\left(-\sin\tfrac{\delta_*}{2},\,0,\,\cos\tfrac{\delta_*}{2}\right),\qquad
\mathbf n=\left(\sin\tfrac{\delta_*}{2},\,0,\,\cos\tfrac{\delta_*}{2}\right).
$$

The normal is their bisector, so (2) is an equality. The $y$ component of their product is

$$
m_{1z}n_x-m_{1x}n_z=2\sin\tfrac{\delta_*}{2}\cos\tfrac{\delta_*}{2}=\sin\delta_* ,
$$

so (1) is an equality as well. The configuration is a global minimum, and

$$
\boxed{\tan\delta=\frac{D}{J+K}},\qquad
\delta=\arctan\frac{0.1}{0.5+0.5}=5.71^\circ .
$$

Each layer tilts by half of this, 2.86°. Since $\mathbf m_2=-\mathbf n$, both magnetizations have the in-plane component $-\sin(\delta/2)=-0.0498$ along $x$. Their normal components cancel and their in-plane components add.

Reversing both magnetizations leaves $E$ unchanged and gives a second ground state, with $\mathbf m_1$ pointing down and the in-plane moment along $+x$. The sign of $\mathbf D$ thus ties the in-plane moment to the up or down state.

## Comparison

| Case | Scaling estimate | Exact in this model |
|---|---:|---:|
| Without anisotropy | 11.46° | 11.31° |
| With anisotropy | 5.73° | 5.71° |

A numerical minimization over all directions of both vectors gives 11.310° and 5.711°. The estimate replaces $\arctan x$ by $x$. Since $\arctan x=x-x^3/3+\dots$, it is too large by a fraction of about $x^2/3$: 1.3% for $x=0.2$ and 0.3% for $x=0.1$. The near-halving of the angle reflects the choice $K=J$.

The energy shows how shallow the canted minimum is. The antiparallel state along the normal has $E=-J-2K=-1.50000$ mJ/m², and the canted state has $-1.50499$ mJ/m². The gain of 0.00499 mJ/m² agrees with the estimate $D^2/[2(J+K)]=0.005$ mJ/m².

## When the reduction changes or disappears

**One layer without anisotropy.** Let the constants be $K_1>0$ and $K_2=0$. The couplings contribute at least $-\sqrt{J^2+D^2}$ and the anisotropy at least $-K_1$. Both values are reached together: $\mathbf m_1$ stays on the normal while $\mathbf m_2$ does all the canting in the plane perpendicular to $\mathbf D$. The deviation is again 11.31°. With $\mathbf D$ in the film plane, a strong anisotropy in one layer does not reduce the angle if the other layer is free.

**Unequal layers.** For small $D$ and both constants positive, minimize $K_1\alpha^2+K_2\beta^2$ at fixed $\alpha+\beta=\delta$. Setting $\beta=\delta-\alpha$ and differentiating gives $K_1\alpha=K_2\beta$, hence

$$
\alpha=\frac{K_2\delta}{K_1+K_2},\qquad \beta=\frac{K_1\delta}{K_1+K_2}.
$$

The cost is $K_1K_2\delta^2/(K_1+K_2)=K_h\delta^2/2$, where $K_h=2K_1K_2/(K_1+K_2)$ is the harmonic mean. To leading order, $\delta\approx D/(J+K_h)$. For $K_1=0.5$, $K_2=0.1$ and $D=0.01$ mJ/m², $K_h=0.1667$ mJ/m² and $\delta=0.859$°, in agreement with the full minimization. The softer layer dominates the harmonic mean.

**$\mathbf D$ along the normal.** Let $\theta_1,\theta_2$ be the angles of $\mathbf m_1,\mathbf n$ from $z$. Their in-plane parts have lengths $\sin\theta_1$ and $\sin\theta_2$. The $J$ and $D$ terms from these parts can lower the energy by at most $S_0\sin\theta_1\sin\theta_2$, with $S_0=\sqrt{J^2+D^2}=0.510$ mJ/m². Define $p=(\cos^2\theta_1+\cos^2\theta_2)/2$. Because a product is at most the mean of the two squares,

$$
E\ge-Jp-S_0(1-p)-2Kp=-S_0-(J+2K-S_0)p .
$$

Here $J+2K=1.5$ mJ/m² exceeds $S_0$, so the lowest value is at $p=1$, where $E=-J-2K$. The collinear state along the normal reaches it, and there is no canting. This holds while $S_0<J+2K$, that is $D<1.41$ mJ/m² here. For larger $D$ the lowest value is at $p=0$: both layers lie in the film plane and $\tan\delta=D/J$.

## The numbers beside a real stack

The parameters can be set beside two cobalt layers coupled through iridium. For illustration, take a layer thickness $t=1$ nm, a spacer of 1.4 nm, a magnetization $M_s=1.1$ MA/m and an exchange stiffness $A=15$ pJ/m. The couplings $J$ and $D$ are assumed, not derived for this spacer, and $D=0.1$ mJ/m² is chosen large enough to make the canting easy to see. With $D=0.01$ mJ/m² the same $J$ and $K$ give 1.15° without anisotropy and 0.57° with it. The constants are taken as values at the temperature of use, 300 K. Real devices depart from the model in several ways, each sized here separately for $D=0.1$ mJ/m².

*Finite size.* A disc of 50 nm radius has a demagnetizing factor $N_z=0.9650$ along the normal, instead of 1 for the extended film. Its in-plane factors are $(1-N_z)/2$, so the anisotropy per layer rises by $\tfrac34\mu_0M_s^2t(1-N_z)$, to $K'=0.540$ mJ/m². The stray field also couples the layers through $j_zm_{1z}m_{2z}+j_x(m_{1x}m_{2x}+m_{1y}m_{2y})$, with $j_z=-0.0303$ mJ/m² and $j_x=-j_z/2$. In the canted state this equals $-j_z\cos^2(\delta/2)+j_x\sin^2(\delta/2)$, whose angular part is $-(j_z/4)\cos\delta$. Thus $J+K$ becomes $J+K'+j_z/4=1.032$ mJ/m², and the deviation falls to 5.53°.

*Other terms allowed by the low symmetry.* The single mirror plane that permits $\mathbf D$ also permits an in-plane anisotropy and a tilted easy axis. A term $-K_x(m_{1x}^2+m_{2x}^2)$ turns $K$ into $K-K_x$ in the canting plane, since $m_x^2=1-m_z^2$ there; $K_x=0.05$ mJ/m² raises the deviation to 6.01°. A term $K_t(m_{1x}m_{1z}-m_{2x}m_{2z})$, a tilt of opposite sign in the two layers, equals $-K_t\sin\delta$ in the canted state and so acts exactly like $D$. With $D=0$ and $K_t=0.05$ mJ/m² it gives $\tan\delta=0.05/1.0$, or 2.86°. A canting observed in a real stack is therefore not by itself a measure of $D$.

*Biquadratic coupling.* An added energy $B(\mathbf m_1\cdot\mathbf m_2)^2=B\cos^2\delta$ changes the condition for the minimum to $(J+K-2B\cos\delta)\sin\delta=D\cos\delta$. An assumed $B=0.05$ mJ/m² raises the deviation to 6.34°.

*Twist through the thickness.* The coupling acts at the spacer, while the anisotropy is taken as spread through the layer. The tilt $\theta$ then obeys $2A\theta''=(K/t)\sin2\theta$, with $\theta'=0$ at the outer face. For nearly constant $\theta=\delta/2$, integrating twice gives a twist $Kt\sin\delta/(4A)=0.048$°. The full solution gives 0.047°, and the deviation at the spacer faces becomes 5.74°. These figures depend on where the anisotropy sits. In thin cobalt the demagnetizing part, $\tfrac12\mu_0M_s^2t=0.76$ mJ/m², acts in the volume, while the perpendicular part, 1.26 mJ/m² for this $K$, arises at the interfaces. Placed wholly at the outer face it gives a twist of 0.16° and a deviation of 6.02°; placed wholly at the spacer face it gives a reversed twist of 0.07° and 5.79°.

*Temperature.* The second derivative of the energy with respect to $\delta$ at the minimum is $S=1.005$ mJ/m². A common rotation of the pair in the canting plane by $\psi$ changes the anisotropy energy to $-K(1+\cos\delta\cos2\psi)$, which has no mixed second derivative at $\psi=0$. Reversing both $y$ components leaves $E$ unchanged, so motion out of the plane does not mix in at second order either. For a rigidly magnetized disc of area $a=7854$ nm², the harmonic spread in the canting plane is

$$
\delta_{\rm rms}=\sqrt{\frac{k_BT}{aS}}=1.3^\circ .
$$

This is the spread of the signed angle in the canting plane, whose mean stays close to the value at rest. It is smaller than 5.7°, but larger than the 0.57° found for the weaker $D$. The full angle between $\mathbf m_1$ and $-\mathbf m_2$ also contains motion out of that plane and is never negative, so its thermal mean lies above the value at rest, markedly so for the weaker $D$. A real disc of this size is not rigid: $\delta$ can vary over a length of about $\sqrt{At/S}\approx4$ nm. The 1.3° therefore describes the average over the disc, and local fluctuations are much larger: over regions a few nanometres wide they can exceed the canting angle itself, which then shows only as an average. Domains and other textures within the film plane are left out of all these figures.

## Values computed for the example and the checks

```
Antiferromagnetic coupling J = 0.50 mJ/m^2
Interlayer DM coupling D = 0.10 mJ/m^2
Effective anisotropy per layer K = 0.50 mJ/m^2
Deviation without anisotropy, formula = 11.310 deg
Deviation without anisotropy, minimizer = 11.310 deg
Deviation with anisotropy, formula = 5.711 deg
Deviation with anisotropy, minimizer = 5.711 deg
Deviation with anisotropy = 0.09967 rad
Tilt of each layer from normal = 2.855 deg
In-plane component of each unit vector = 0.0498
Minimum energy without anisotropy = -0.50990 mJ/m^2
Minimum energy with anisotropy, formula = -1.50499 mJ/m^2
Minimum energy with anisotropy, minimizer = -1.50499 mJ/m^2
Energy of antiparallel state along normal = -1.50000 mJ/m^2
Deviation for D along normal = 0.00 deg
Deviation if one layer has K = 0: 11.310 deg
Unequal case: K1 = 0.50, K2 = 0.10, D = 0.01 mJ/m^2
Unequal case: harmonic mean Kh = 0.1667 mJ/m^2
Unequal case: small-D formula = 0.8594 deg
Unequal case: minimizer = 0.8594 deg
Weak D = 0.01 mJ/m^2, no anisotropy: 1.146 deg
Weak D, with K in both layers: 0.573 deg
Layer thickness = 1.0 nm, spacer = 1.4 nm, disc radius = 50 nm
Magnetization = 1.10 MA/m, exchange stiffness = 15 pJ/m
Disc demagnetizing factor along normal = 0.9650
Disc anisotropy per layer K' = 0.5399 mJ/m^2
Stray-field coupling jz = -0.0303 mJ/m^2
Stray-field coupling jx = 0.0152 mJ/m^2
Deviation in disc with stray fields = 5.533 deg
Biquadratic coupling B = 0.05 mJ/m^2
Deviation with biquadratic coupling = 6.336 deg
Temperature = 300 K, disc area = 7854 nm^2
Stiffness against change of deviation = 1.00499 mJ/m^2
Thermal rms spread of deviation in disc = 1.31 deg
Twist through each layer, formula = 0.0475 deg
Twist through each layer, solved = 0.0471 deg
Deviation at spacer faces with twist = 5.742 deg
```
